# Polarisation from a trilinear coupling, and its survival in depolarising fields, part 1

(Sections cited here and not found follow in the second part.)

## First half: polarisation without a soft polar mode

### The physical situation

In some layered perovskites the crystal would be content to stay nonpolar as far as its polar lattice mode is concerned: a displacement of that mode alone costs energy at every temperature. The crystal is nevertheless polar below some temperature. What drives the transition is a pair of nonpolar distortions, typically a rotation and a tilt of the oxygen octahedra, and the polarisation follows them because the product of the two distortions acts on it like an electric field.

Two questions arise. An ordinary ferroelectric with a continuous transition announces it by a diverging dielectric constant. Does this one? An ordinary ferroelectric can also lose its uniform polarisation when it is made into a sufficiently thin film with poorly screened surfaces, because the field of its own surface charge opposes it. Does this one? To both questions the answer "no" is correct only under conditions, and the conditions are part of the result.

### The free energy and its conventions

Let $Q_1$ and $Q_2$ be the dimensionless amplitudes of the two nonpolar modes, and let $P$ be the polarisation carried by the polar lattice mode. The electronic polarisation is not part of $P$; in the second half it appears as a background permittivity. In a uniform crystal under a field $E$ along the polar axis, take the energy density

$$F=U(Q_1,Q_2)+\tfrac12\kappa P^2-\gamma PQ_1Q_2-EP,\qquad \kappa>0. \tag{1}$$

The symmetry assumed at $E=0$ is that $F$ is unchanged when $Q_1$ and $P$ reverse sign together, and when $Q_2$ and $P$ do. The trilinear term obeys both rules. Doing both operations in turn reverses $Q_1$ and $Q_2$ and leaves $P$ alone. The function $U$ contains no $P$, so it must be even in each amplitude separately. The sign of $\gamma$ can be changed by redefining $Q_1\to-Q_1$, so I take $\gamma>0$.

For explicit formulas I use the quartic form

$$U=\tfrac12a_1Q_1^2+\tfrac12a_2Q_2^2+\tfrac14b_1Q_1^4+\tfrac14b_2Q_2^4+\tfrac12cQ_1^2Q_2^2, \tag{2}$$

with $b_1,b_2>0$. Temperature enters through $a_1$ and $a_2$. This is mean-field theory: each amplitude has one value throughout the crystal. Terms such as $P^4$ and $P^2Q_i^2$ are left out, so $\kappa$ is a constant.

Energy densities are in eV/nm³ and $P$ is in $e$/nm², where $1\,e/\mathrm{nm}^2=16.02\ \mu\mathrm{C/cm}^2$. Then $\kappa$ is in V nm/$e$ and $\gamma$ in V/nm. A field of 1 V/nm is 10 MV/cm.

### Eliminating the polarisation

At fixed $Q_1,Q_2$ the energy is a parabola in $P$ with positive curvature $\kappa$. Setting its derivative to zero gives

$$\kappa P-\gamma Q_1Q_2-E=0\quad\Rightarrow\quad P=\frac{E+\gamma Q_1Q_2}{\kappa}. \tag{3}$$

At zero field $P=\gamma Q_1Q_2/\kappa$. The polarisation is nonzero as soon as both modes are, and no change of sign of $\kappa$ is needed. Reversing one of the two modes reverses $P$; reversing both leaves it unchanged.

A parabola $\frac12\kappa P^2-fP$ has the minimum value $-f^2/(2\kappa)$. Here $f=E+\gamma Q_1Q_2$, and expanding its square gives the energy as a function of the modes alone:

$$R=U-\frac{\gamma^2}{2\kappa}Q_1^2Q_2^2-\frac{\gamma E}{\kappa}Q_1Q_2-\frac{E^2}{2\kappa}. \tag{4}$$

The second term has the form of the last term in (2). It therefore replaces $c$ by

$$c'=c-\frac{\gamma^2}{\kappa}. \tag{5}$$

The coupling to $P$ lowers the mutual repulsion of the two modes. The third term in (4) shows that a field acts on the product $Q_1Q_2$, and not on either mode separately. The dielectric behaviour follows from this.

### The state with both modes present

Write $x=Q_1^2$ and $y=Q_2^2$. At $E=0$,

$$R=\tfrac12(a_1x+a_2y)+\tfrac14(b_1x^2+b_2y^2+2c'xy),\qquad x,y\ge0. \tag{6}$$

This is a quadratic function of $x$ and $y$. It is strictly convex if

$$\Delta\equiv b_1b_2-c'^2>0, \tag{7}$$

which I assume until the first-order case. A convex function has one minimum, so a stationary point with $x,y>0$ is the global minimum. Setting the derivatives of (6) with respect to $x$ and $y$ to zero and multiplying by 2,

$$b_1x+c'y=-a_1,\qquad c'x+b_2y=-a_2. \tag{8}$$

To isolate $x$, multiply the first equation by $b_2$, the second by $c'$, and subtract. To isolate $y$, multiply the second by $b_1$, the first by $c'$, and subtract:

$$x=\frac{c'a_2-b_2a_1}{\Delta},\qquad y=\frac{c'a_1-b_1a_2}{\Delta}. \tag{9}$$

The mixed state exists when both are positive. There are four sign choices for $(Q_1,Q_2)$; two have $P>0$ and two have $P<0$.

### The dielectric response before any mode condenses

For $a_1,a_2>0$ the point $Q_1=Q_2=0$ is a local minimum of $R$ at zero field. This is the prototype phase. A small field leaves the amplitudes at zero, because the field term in (4) is itself quadratic in them. Equation (3) then gives $P=E/\kappa$ and

$$\chi\equiv\frac{dP}{dE}=\frac1\kappa. \tag{10}$$

It does not depend on $a_1$ or $a_2$. The approach of the transition is invisible in the linear dielectric response of this model.

A large field is another matter. The second derivatives of $R$ at the origin form the matrix

$$\begin{pmatrix}a_1&-\gamma E/\kappa\\-\gamma E/\kappa&a_2\end{pmatrix},$$

whose determinant is $a_1a_2-(\gamma E/\kappa)^2$. The origin becomes unstable when the determinant vanishes, at

$$|E|=\frac{\kappa}{\gamma}\sqrt{a_1a_2}. \tag{11}$$

This threshold falls to zero as either $a_i$ does. The approaching transition thus shows in the strong-field response. With $\kappa=0.603$ V nm/$e$, $\gamma=0.5$ V/nm, $a_1=0.5$ and $a_2=0.8$ eV/nm³, it is $0.603\times0.632/0.5=0.763$ V/nm, or 7.6 MV/cm. Such a field is well above the rough breakdown field of 1 MV/cm used in the second half. Where that value applies, the effect is within reach only close to the transition, where $a_1a_2$ is much smaller.

### The dielectric response of an ordered state

Suppose the state is a minimum of $R$ with positive-definite second-derivative matrix $H$ at $E=0$. Let $R_0$ denote $R$ at zero field. In a field the amplitudes satisfy

$$\frac{\partial R_0}{\partial Q_i}=\frac{\gamma E}{\kappa}\frac{\partial(Q_1Q_2)}{\partial Q_i}.$$

Differentiate with respect to $E$ and then set $E=0$. With $v=(Q_2,Q_1)$, the gradient of $Q_1Q_2$, this gives $H\,dQ/dE=(\gamma/\kappa)v$. Differentiating (3) gives $\chi=1/\kappa+(\gamma/\kappa)\,v\cdot dQ/dE$. Hence

$$\chi=\frac1\kappa+\frac{\gamma^2}{\kappa^2}\,v^{T}H^{-1}v. \tag{12}$$

At any minimum with positive-definite $H$ this is finite. A divergence needs a mode whose stiffness goes to zero faster than the square of the component of $v$ along it.

For the mixed state of the quartic model the first diagonal element is $H_{11}=a_1+3b_1x+c'y$. By (8), $a_1+c'y=-b_1x$, so $H_{11}=2b_1x$. In the same way $H_{22}=2b_2y$. The off-diagonal element is $H_{12}=2c'Q_1Q_2$. The determinant is therefore $4xy\Delta$. Using the inverse of a two-by-two matrix,

$$v^TH^{-1}v=\frac{Q_2^2(2b_2y)-2Q_1Q_2(2c'Q_1Q_2)+Q_1^2(2b_1x)}{4xy\Delta},$$

and hence

$$\chi=\frac1\kappa+\frac{\gamma^2}{\kappa^2}\,\frac{b_1x^2+b_2y^2-2c'xy}{2xy\Delta}. \tag{13}$$

### Both modes condense together: a finite jump

Let the transition be reached with $a_1=t\,\alpha_1$ and $a_2=t\,\alpha_2$, where $t\to0^+$ from the ordered side and $\alpha_1,\alpha_2$ are such that (9) gives positive $x$ and $y$. Both amplitudes then vanish at the same point. This happens when symmetry makes $a_1=a_2$, as for two components of one order parameter, or when composition or strain is tuned to it.

By (9), $x$ and $y$ are proportional to $t$. The numerator and denominator of the fraction in (13) are both proportional to $t^2$, so $\chi$ does not depend on $t$. It steps from $1/\kappa$ to a larger finite value. The reason is visible in (12): the stiffnesses in $H$ fall as $t$, but the lever arm $v$ falls as $\sqrt t$, and the two compensate.

Take $b_1=6$, $b_2=4$, $c=1.8$, $\alpha_1=-6$, $\alpha_2=-3$ eV/nm³, with $\kappa$ and $\gamma$ as above. Then $c'=1.8-0.25/0.603=1.386$ eV/nm³ and $\Delta=24-1.92=22.08$. At $t=1$ the solution is $Q_1=0.948$, $Q_2=0.662$, so $x=0.899$ and $y=0.439$. The fraction in (13) is

$$\frac{4.85+0.77-1.09}{2\times0.394\times22.08}=0.260.$$

Multiplying by $\gamma^2/\kappa^2=0.687$ gives 0.179, to be compared with $1/\kappa=1.658$. The susceptibility is 11% above the prototype value: $\chi/\varepsilon_0$ goes from 30.0 to 33.2. The same 33.2 is found with $t=0.1$ and $t=0.001$.

### One mode after the other: a true divergence

Two unrelated modes in general have $a_1$ and $a_2$ that change sign at different temperatures. Suppose $Q_1$ has condensed alone. With $y=0$, (8) gives $x=x_1\equiv-a_1/b_1$. The crystal is still nonpolar, but $Q_1$ is now a fixed number, and the coupling $-\gamma PQ_1Q_2$ is bilinear in $P$ and $Q_2$. The mode $Q_2$ has become polar.

In this phase $v=(0,Q_1)$ and $H_{12}=0$, while $H_{22}=a_2+c'x_1$. Equation (12) gives

$$\chi=\frac1\kappa+\frac{\gamma^2x_1}{\kappa^2}\,\frac1{a_2+c'x_1}. \tag{14}$$

It diverges where $Q_2$ condenses, at $a_2=-c'x_1$. The statement that a trilinear coupling gives no dielectric divergence is therefore false for this sequence.

Just inside the mixed phase set $\delta=-(a_2+c'x_1)>0$. Since $a_1=-b_1x_1$, (9) gives $y=b_1\delta/\Delta$. As $y\to0$ the numerator in (13) tends to $b_1x_1^2$, and the fraction tends to

$$\frac{b_1x_1^2}{2x_1y\Delta}=\frac{x_1}{2\delta}.$$

The divergence on this side has half the amplitude, as at a continuous proper transition in mean-field theory.

With the parameters above and $a_1=-6$ eV/nm³, $x_1=1$ and the transition lies at $a_2=-1.386$ eV/nm³. At a distance of 0.01 eV/nm³ from it, $\chi/\varepsilon_0$ is 1273 on the nonpolar side and 651 on the polar side. After the background of 30 is subtracted, the ratio is 2.00.

### A first-order transition into the mixed state

Two unrelated modes can also appear together without tuning, if the transition is discontinuous. This needs a strongly negative $c'$, so (7) is given up, and a sixth-order term $\frac16h(Q_1^2+Q_2^2)^3$ keeps the energy bounded.

Equal coefficients keep the algebra short; small differences between them would not remove a discontinuous transition. Take $a_1=a_2=a$, $b_1=b_2=4$, $h=2$ and $c'=-6$ eV/nm³. At fixed $Q_1^2+Q_2^2$ the only part of $R$ that depends on the ratio of the modes is $\frac12(c'-b_1)Q_1^2Q_2^2$. Its coefficient is negative, so the minimum has $Q_1^2=Q_2^2\equiv s$. Then

$$R=as+(2-3)s^2+\tfrac{8h}{6}s^3=as-s^2+\tfrac83s^3.$$

The two phases have equal energy when $R=0$ and $dR/ds=0$ at some $s>0$. These conditions read $a-s+\frac83s^2=0$ and $a-2s+8s^2=0$. Their difference gives $s=\frac3{16}$, and then $a=0.094$ eV/nm³. Since $a>0$, the prototype is still locally stable at the transition and has $\chi=1/\kappa$.

In the state with $Q_1=Q_2$ the field replaces $a$ by $a-\gamma E/\kappa$. Differentiating $a-\gamma E/\kappa-2s+8s^2=0$ gives $ds/dE=(\gamma/\kappa)/(16s-2)$, and $16s-2=1$ here. Hence $\chi=1/\kappa+\gamma^2/\kappa^2$. In numbers, $\chi/\varepsilon_0$ jumps from 30.0 to 42.4. Both values are finite. They belong to the point where the two phases have equal energy. If the ordered state is overheated past it, $s$ falls and $16s-2$ with it, so $\chi$ rises and diverges at the limit of stability, $s=\frac18$ and $a=\frac18$ eV/nm³. With strong hysteresis the jump seen on heating can therefore be much larger.

### What fluctuations change

The finite jump at a continuous joint transition belongs to mean-field theory. Let both modes have $a_1=a_2=a>0$ and a gradient energy $\frac12g|\nabla Q_i|^2$. Each Fourier component then has the mean-square fluctuation $k_BT/(a+gq^2)$. The field acts on $Q_1Q_2$, and the linear response of that product is its integrated correlation function divided by $k_BT$. For independent Gaussian modes this correlation is the product of the two separate ones, so

$$\delta\chi=\frac{\gamma^2}{\kappa^2}k_BT\int\!\frac{d^3q}{(2\pi)^3}\frac1{(a+gq^2)^2}=\frac{\gamma^2}{\kappa^2}\frac{k_BT}{8\pi g^{3/2}\sqrt a}.$$

The integral follows from $q=u\sqrt{a/g}$ and $\int_0^\infty u^2(1+u^2)^{-2}du=\pi/4$. To Gaussian order there is thus a precursor growing as $a^{-1/2}$, where the sequential case grows as the inverse first power. With $g=0.1$ eV/nm, the model value used in the second half, and 300 K, it is $\delta\chi/\varepsilon_0=0.40/\sqrt a$ with $a$ in eV/nm³, which reaches the mean-field step of 3.2 only near $a=0.016$. The Gaussian form itself requires the quartic terms to be a small correction, $(3b_1+c')k_BT/(8\pi g^{3/2}\sqrt a)\ll1$. For $b_1=6$ and $c'=1.39$ eV/nm³ this quantity is $0.63/\sqrt a$, of order one already at $a\approx0.4$. For these parameters the result shows that a precursor exists, but not its power law close to the transition. At a first-order transition $a$ stays positive and so this term stays finite.

## Second half: the double well in a depolarising field

### What is taken over

The amplitudes $Q_1,Q_2$ of two nonpolar modes have the energy density $U$, which is even in each. The polarisation $P$ has stiffness $\kappa>0$ and couples through $-\gamma PQ_1Q_2$. At zero applied field the first half gave

$$P=\frac{\gamma Q_1Q_2}{\kappa},\qquad c'=c-\frac{\gamma^2}{\kappa},\qquad R=U-\frac{\gamma^2}{2\kappa}Q_1^2Q_2^2.$$

For the quartic $U$ with coefficients $a_i,b_i,c$, and with $x=Q_1^2$, $y=Q_2^2$, the state with both modes present is the global minimum if $\Delta=b_1b_2-c'^2>0$ and (9) gives positive $x$ and $y$. The state with $Q_1$ alone has $x_1=-a_1/b_1$.

### The depolarising energy of a film

Consider a uniform film of thickness $d$ with $P$ normal to its surfaces, between two electrodes joined by a wire. The electronic response of the film is a background permittivity $\varepsilon_b$. The electrodes screen imperfectly: a surface charge density $\sigma$ produces a potential drop $\sigma\lambda/\varepsilon_0$ in each, where $\lambda$ is an effective screening length that includes the electrode's own permittivity.

The displacement is continuous at the surface, and the wire makes the total voltage zero:

$$\sigma=\varepsilon_0\varepsilon_bE+P,\qquad Ed+\frac{2\lambda\sigma}{\varepsilon_0}=0.$$

Inserting the first equation in the second gives $E(d+2\lambda\varepsilon_b)=-2\lambda P/\varepsilon_0$, so

$$E=-KP,\qquad K=\frac1{\varepsilon_0(\varepsilon_b+r)},\qquad r=\frac d{2\lambda}. \tag{15}$$

The field energy per volume of film is that of the background plus that of the two screening layers, $\frac12\varepsilon_0\varepsilon_bE^2+\sigma^2\lambda/(\varepsilon_0d)$. From (15), $\sigma=P(1-\varepsilon_0\varepsilon_bK)=\varepsilon_0rKP$. Since $\lambda/d=1/(2r)$, the sum is

$$\tfrac12\varepsilon_0\varepsilon_bK^2P^2+\tfrac12\varepsilon_0rK^2P^2=\tfrac12\varepsilon_0(\varepsilon_b+r)K^2P^2=\tfrac12KP^2. \tag{16}$$

The depolarising field therefore replaces $\kappa$ by $\kappa+K$ and does nothing else to a uniform film. If no free charge reaches the surfaces, $\sigma=0$ and $E=-P/(\varepsilon_0\varepsilon_b)$. This open-circuit case has the largest value, $K_{\rm oc}=1/(\varepsilon_0\varepsilon_b)$. The electronic background keeps $K$ finite.

### Why the well survives

The argument needs one condition: the lowest minimum of $U$ itself, without any coupling to $P$, has $Q_1Q_2\ne0$ and lies below every state with $Q_1=0$ or $Q_2=0$. Call the states with $Q_1Q_2=0$ the axes. The total energy is assumed bounded below. With the film's field energy included and $P$ relaxed,

$$R_K=U-\frac{\gamma^2Q_1^2Q_2^2}{2(\kappa+K)}.$$

The subtracted term is never negative, so $\min R_K\le\min U$. By the condition, $\min U$ is below the lowest value of $U$ on the axes. On the axes $R_K=U$. Hence the minimum of $R_K$ is not on the axes, and

$$P=\frac{\gamma Q_1Q_2}{\kappa+K}\ne0\qquad\text{for every finite }K\ge0.$$

Changing the sign of one mode gives a state of equal energy with opposite $P$. These are the two wells. No quartic form was used.

To go from one well to the other, $Q_1Q_2$ must change sign, so a uniform path crosses an axis. The energy at given $Q_1,Q_2$ is lowest when $P$ is relaxed, so the path must rise at least to the lowest energy on the axes. That energy does not contain $K$, because the relaxed $P$ is zero there. The barrier has a part that belongs to the nonpolar modes alone, and the depolarising energy cannot remove it.

In mean-field theory the dielectric constant makes only a finite jump when both modes condense together continuously, but diverges when one condenses after the other; a uniform film keeps its two polar wells at any finite $K$ if $U$ alone prefers both modes. It remains to find how much of the barrier survives, when the wells can be removed, and what the uniform-film picture leaves out.

Numbers in the example were calculated in double precision.
